# Summing Dirac corrections over hydrogenic shells: the relativistic Scott coefficient: test program

```python
"""Relativistic Scott coefficient from hydrogenic bound states.

Result under test: the sum over all bound states of (Dirac - Schroedinger)
energy, divided by Z^4 alpha^2 hartree, tends to -(5 pi^2/24 - zeta(3))
as a = Z alpha tends to zero.
Symbols: n principal quantum number, k = j + 1/2, gamma = sqrt(k^2 - a^2),
kappa = -(l+1) for j = l+1/2 and kappa = l for j = l-1/2.
Fixed point nucleus, independent electrons, rest energy removed.
"""
from fractions import Fraction
from math import factorial, pi, sqrt

import mpmath as mp
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.special import lpmv, zeta

ALPHA = fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LIMIT = -(5 * pi**2 / 24 - zeta(3))


# ---------- angular matrix of the squared Dirac equation ----------
def polar_harmonic(l, m, x):
    """Spherical harmonic without its azimuthal phase, m >= 0."""
    if m > l:
        return np.zeros_like(x)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, x)


def spinor(l, k, upper_m, x):
    """Spin-angle function with j = k - 1/2 and m_j = upper_m + 1/2."""
    plus = sqrt((l + upper_m + 1) / (2 * l + 1))
    minus = sqrt((l - upper_m) / (2 * l + 1))
    up, down = (plus, minus) if k == l + 1 else (-minus, plus)
    return np.array([up * polar_harmonic(l, upper_m, x),
                     down * polar_harmonic(l, upper_m + 1, x)])


nodes, weights = np.polynomial.legendre.leggauss(40)
sine = np.sqrt(1 - nodes**2)
a_test = 0.4
angular_error = 0.0
for k in (1, 2, 3):
    for upper_m in range(k):
        basis = [spinor(l, k, upper_m, nodes) for l in (k, k - 1)]
        flipped = [np.array([nodes * s[0] + sine * s[1],
                             sine * s[0] - nodes * s[1]]) for s in basis]
        sigma_r = np.array([[2 * pi * np.sum(weights * (b * f).sum(axis=0))
                             for f in flipped] for b in basis])
        matrix = (np.diag([k * (k + 1.0), k * (k - 1.0)])
                  - a_test**2 * np.eye(2) - 1j * a_test * sigma_r)
        found = np.sort_complex(np.linalg.eigvals(matrix))
        gamma = sqrt(k**2 - a_test**2)
        wanted = np.array([gamma * (gamma - 1), gamma * (gamma + 1)])
        angular_error = max(angular_error, np.max(np.abs(found - wanted)))
assert angular_error < 1e-10


# ---------- Dirac levels: formula and direct diagonalization ----------
def scaled_level(n, k, a):
    """Dirac energy without rest energy, in units of Z^2 hartree."""
    big_n = n - k + np.sqrt(k**2 - a**2)
    y = a**2 / big_n**2
    root = np.sqrt(1 + y)
    return -1 / (big_n**2 * root * (1 + root))


def radial_dirac_levels(charge, kappa, step):
    """Levels with n <= 3 of the radial Dirac operator, in hartree.

    Large and small components sit on alternate points of a grid in ln r,
    which makes the matrix tridiagonal and avoids spurious states.
    """
    c = 1 / ALPHA
    start, stop = np.log(1e-5 / charge), np.log(90 / charge)
    count = int(round((stop - start) / (step / 2)))
    index = np.arange(count)
    large = (index + (0 if kappa < 0 else 1)) % 2 == 0
    if large[-1]:
        index, large = index[:-1], large[:-1]
    r = np.exp(start + index * step / 2)
    diagonal = -charge / r - np.where(large, 0.0, 2 * c**2)
    coupling = np.where(large[:-1], -1 / step + kappa / 2,
                        1 / step + kappa / 2)
    coupling = c * coupling / np.sqrt(r[:-1] * r[1:])
    window = (-float(charge**2), -charge**2 / 24.5)
    return eigh_tridiagonal(diagonal, coupling, eigvals_only=True,
                            select="v", select_range=window)


Z_GRID = 60
a_grid = Z_GRID * ALPHA
grid_error = 0.0
sum_grid = 0.0
sum_formula = 0.0
ground_grid = None
for kappa in (-1, 1, -2, 2, -3):
    k = abs(kappa)
    allowed_n = range(k if kappa < 0 else k + 1, 4)
    coarse = radial_dirac_levels(Z_GRID, kappa, 0.01)
    fine = radial_dirac_levels(Z_GRID, kappa, 0.005)
    assert len(coarse) == len(fine) == len(allowed_n)
    levels = (4 * fine - coarse) / 3
    if kappa == -1:
        ground_grid = levels[0]
    for n, energy in zip(allowed_n, levels):
        exact = Z_GRID**2 * scaled_level(n, k, a_grid)
        grid_error = max(grid_error, abs(energy - exact))
        sum_grid += 2 * k * (energy + Z_GRID**2 / (2 * n**2))
        sum_formula += 2 * k * (exact + Z_GRID**2 / (2 * n**2))
assert grid_error < 5e-6 * Z_GRID**2


# ---------- leading shift of each level, from the full energy ----------
mp.mp.dps = 60
a_small = mp.mpf(10) ** (-8)
for n in range(1, 7):
    for k in range(1, n + 1):
        big_n = n - k + mp.sqrt(k**2 - a_small**2)
        energy = 1 / mp.sqrt(1 + a_small**2 / big_n**2) - 1
        shift = (energy + a_small**2 / (2 * n**2)) / a_small**4
        leading = -(mp.mpf(n) / k - mp.mpf(3) / 4) / (2 * n**4)
        assert abs(shift - leading) < mp.mpf(10) ** (-14)


# ---------- shell sums, counted state by state ----------
def counted_shell(n):
    """Leading shift of a filled shell, in units of Z^4 alpha^2 hartree."""
    total, states = Fraction(0), 0
    for l in range(n):
        for twice_j in ((2 * l - 1, 2 * l + 1) if l else (1,)):
            k = (twice_j + 1) // 2
            for _ in range(-twice_j, twice_j + 1, 2):
                total -= (Fraction(n, k) - Fraction(3, 4)) / (2 * n**4)
                states += 1
    assert states == 2 * n**2
    return total


for n in range(1, 13):
    assert counted_shell(n) == -(Fraction(5, 4 * n**2) - Fraction(1, n**3))


def leading_partial(last):
    n = np.arange(1, last + 1, dtype=float)
    return -np.sum(5 / (4 * n**2) - 1 / n**3)


extrapolated = 2 * leading_partial(20000) - leading_partial(10000)
assert abs(extrapolated - LIMIT) < 1e-7
for last in (100, 200):
    tail = 5 / (4 * last) - 9 / (8 * last**2)
    assert abs(leading_partial(last) - LIMIT - tail) < 1 / last**3


# ---------- all-order sum and its limit ----------
def all_order_shells(a, last):
    """Filled-shell Dirac minus Schroedinger energy over Z^4 alpha^2."""
    shells = np.empty(last)
    for n in range(1, last + 1):
        k = np.arange(1, n + 1, dtype=float)
        weight = 4 * k
        weight[-1] = 2 * n
        difference = scaled_level(n, k, a) + 1 / (2 * n**2)
        shells[n - 1] = np.sum(weight * difference) / a**2
    return shells


def all_order_sum(a, half=800):
    """Infinite sum; the 1/M part of the tail is removed."""
    running = np.cumsum(all_order_shells(a, 2 * half))
    return 2 * running[2 * half - 1] - running[half - 1]


bound_shells = all_order_shells(sqrt(0.5), 400)
bound_value = np.max(np.abs(bound_shells) * np.arange(1, 401) ** 2)
assert bound_value < 28

full = {z: all_order_sum(z * ALPHA) for z in (1, 5, 10, 20, 40, 80)}
assert abs(full[1] - LIMIT) < 2e-4
approach = (full[10] - LIMIT) / (full[5] - LIMIT)
assert abs(approach - 4) < 0.2

# ---------- printed numbers ----------
print(f"fine-structure constant alpha: {ALPHA:.9f}")
print(f"5 pi^2/24: {5 * pi**2 / 24:.6f}")
print(f"zeta(3): {zeta(3):.6f}")
print(f"limit coefficient [Z^4 alpha^2 hartree]: {LIMIT:.6f}")
print(f"extrapolated leading sum [same unit]: {extrapolated:.6f}")
for n in (1, 2, 3, 4):
    print(f"leading shell term n={n} [Z^4 alpha^2 hartree]: "
          f"{float(counted_shell(n)):.6f}")
for last in (1, 2, 3, 4, 10, 100):
    print(f"leading partial sum to n={last} [Z^4 alpha^2 hartree]: "
          f"{leading_partial(last):.6f}")
print(f"angular eigenvalues, largest error at a={a_test}: "
      f"{angular_error:.1e}")
print(f"Z={Z_GRID}: a = Z alpha: {a_grid:.6f}")
print(f"Z={Z_GRID}: 1s level, diagonalization [hartree]: {ground_grid:.3f}")
print(f"Z={Z_GRID}: 1s level, formula [hartree]: "
      f"{Z_GRID**2 * scaled_level(1, 1, a_grid):.3f}")
print(f"Z={Z_GRID}: largest level error, n<=3 [hartree]: {grid_error:.1e}")
print(f"Z={Z_GRID}: shift of shells 1-3, diagonalization [hartree]: "
      f"{sum_grid:.2f}")
print(f"Z={Z_GRID}: shift of shells 1-3, all-order formula [hartree]: "
      f"{sum_formula:.2f}")
print(f"Z={Z_GRID}: shift of shells 1-3, leading formula [hartree]: "
      f"{leading_partial(3) * Z_GRID**4 * ALPHA**2:.2f}")
print(f"largest n^2 |shell term| at a^2=1/2, n<=400: {bound_value:.3f}")
for z in (1, 5, 10, 20, 40, 80):
    print(f"Z={z}: all-order sum [Z^4 alpha^2 hartree]: {full[z]:.5f}")
print(f"deviation from limit, ratio Z=10 to Z=5: {approach:.3f}")
unit_80 = 80**4 * ALPHA**2
print(f"Z=80: a = Z alpha: {80 * ALPHA:.6f}")
print(f"Z=80: Z^4 alpha^2 [hartree]: {unit_80:.2f}")
print(f"Z=80: leading term [hartree]: {LIMIT * unit_80:.1f}")
print(f"Z=80: leading term [eV]: {LIMIT * unit_80 * HARTREE_EV:.0f}")
print(f"Z=80: all-order sum [hartree]: {full[80] * unit_80:.1f}")
print(f"Z=80: all-order sum over leading term: {full[80] / LIMIT:.4f}")
print("every check passed")
```

Running it gives:

```
fine-structure constant alpha: 0.007297353
5 pi^2/24: 2.056168
zeta(3): 1.202057
limit coefficient [Z^4 alpha^2 hartree]: -0.854111
extrapolated leading sum [same unit]: -0.854111
leading shell term n=1 [Z^4 alpha^2 hartree]: -0.250000
leading shell term n=2 [Z^4 alpha^2 hartree]: -0.187500
leading shell term n=3 [Z^4 alpha^2 hartree]: -0.101852
leading shell term n=4 [Z^4 alpha^2 hartree]: -0.062500
leading partial sum to n=1 [Z^4 alpha^2 hartree]: -0.250000
leading partial sum to n=2 [Z^4 alpha^2 hartree]: -0.437500
leading partial sum to n=3 [Z^4 alpha^2 hartree]: -0.539352
leading partial sum to n=4 [Z^4 alpha^2 hartree]: -0.601852
leading partial sum to n=10 [Z^4 alpha^2 hartree]: -0.739678
leading partial sum to n=100 [Z^4 alpha^2 hartree]: -0.841722
angular eigenvalues, largest error at a=0.4: 1.8e-15
Z=60: a = Z alpha: 0.437841
Z=60: 1s level, diagonalization [hartree]: -1895.682
Z=60: 1s level, formula [hartree]: -1895.682
Z=60: largest level error, n<=3 [hartree]: 3.7e-05
Z=60: shift of shells 1-3, diagonalization [hartree]: -408.69
Z=60: shift of shells 1-3, all-order formula [hartree]: -408.69
Z=60: shift of shells 1-3, leading formula [hartree]: -372.23
largest n^2 |shell term| at a^2=1/2, n<=400: 1.249
Z=1: all-order sum [Z^4 alpha^2 hartree]: -0.85412
Z=5: all-order sum [Z^4 alpha^2 hartree]: -0.85448
Z=10: all-order sum [Z^4 alpha^2 hartree]: -0.85561
Z=20: all-order sum [Z^4 alpha^2 hartree]: -0.86017
Z=40: all-order sum [Z^4 alpha^2 hartree]: -0.87932
Z=80: all-order sum [Z^4 alpha^2 hartree]: -0.97498
deviation from limit, ratio Z=10 to Z=5: 4.016
Z=80: a = Z alpha: 0.583788
Z=80: Z^4 alpha^2 [hartree]: 2181.18
Z=80: leading term [hartree]: -1863.0
Z=80: leading term [eV]: -50694
Z=80: all-order sum [hartree]: -2126.6
Z=80: all-order sum over leading term: 1.1415
every check passed
```
